# The seam between two growing islands and their nucleation delay: a numerical check

```python
"""
Result under test: two circular islands, born a time 'delay' apart at nuclei a
distance 'separation' apart and growing at one constant speed, meet along ONE
branch of a hyperbola whose foci are the nuclei, with 2a = speed*delay, provided
speed*delay < separation. The delay can be recovered from the curve and the speed.
Symbols: a, b = semi-axes; c = half the separation; origin midway between nuclei;
early nucleus at (-c, 0), late nucleus at (+c, 0); r1, r2 = distances from them;
s = depth of a seam point behind the vertex, measured along the axis.
Lengths in nm, times in s. Parameters are round model values.
"""
from math import gcd
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import dijkstra

speed, separation, delay = 20.0, 12000.0, 360.0
c = separation / 2
a = speed * delay / 2
b = np.sqrt(c**2 - a**2)
read_heights = (6000.0, 12000.0)


# ---------- arrival times of a growing island at the point (x, y) ----------
def round_island(x0, birth, v=speed):
    return lambda x, y: birth + np.hypot(x - x0, y) / v


def faceted_island(x0, birth, amplitude, orientation):
    def arrival(x, y):
        angle = np.arctan2(y, x - x0)
        factor = 1 + amplitude * np.cos(6 * (angle - orientation))
        return birth + np.hypot(x - x0, y) / (speed * factor)
    return arrival


def supply_limited_island(x0, birth, length):
    # radial speed = speed / (1 + R/length), integrated over the radius R
    def arrival(x, y):
        radius = np.hypot(x - x0, y)
        return birth + (radius + radius**2 / (2 * length)) / speed
    return arrival


def fading_source_island(x0, birth, rate):
    # common speed = speed * exp(-rate * time)
    return lambda x, y: -np.log(np.exp(-rate * birth)
                                - rate * np.hypot(x - x0, y) / speed) / rate


def seam_x(y, early, late):
    return brentq(lambda x: early(x, y) - late(x, y), -c, 20000.0)


def check_no_shadowing(early, late):
    """Each island owns the whole straight path from its nucleus to the seam."""
    for y in np.linspace(0, 12000, 13):
        x = seam_x(y, early, late)
        for f in np.linspace(0.02, 0.98, 25):
            q1 = (-c + f * (x + c), f * y)
            q2 = (c + f * (x - c), f * y)
            assert early(*q1) < late(*q1)
            assert late(*q2) < early(*q2)


def curve_only_readings(early, late, depth_error=0.0):
    """Two depths behind the vertex give the line y^2/s against s."""
    vertex = seam_x(0.0, early, late)
    s = np.array([seam_x(y, early, late) - vertex for y in read_heights])
    s[0] += depth_error
    q = np.array(read_heights)**2 / s
    slope = (q[1] - q[0]) / (s[1] - s[0])
    intercept = q[0] - slope * s[0]
    return s, q, slope, intercept


def delay_from_curve(early, late, depth_error=0.0):
    _, _, slope, intercept = curve_only_readings(early, late, depth_error)
    return intercept / slope / speed


def delay_from_nuclei(early, late, position_error=0.0):
    vertex = seam_x(0.0, early, late) + position_error
    return (abs(vertex + c) - abs(vertex - c)) / speed


def fit_conic(points):
    """General conic through points; returns a, b and the two foci."""
    scale = separation
    x, y = points.T / scale
    design = np.column_stack([x*x, x*y, y*y, x, y, np.ones_like(x)])
    p = np.linalg.svd(design)[2][-1]
    quadratic = np.array([[p[0], p[1] / 2], [p[1] / 2, p[2]]])
    linear = p[3:5]
    centre = -np.linalg.solve(quadratic, linear) / 2
    level = -(p[5] + linear @ centre / 2)
    values, vectors = np.linalg.eigh(quadratic)
    squares = level / values
    assert squares.min() < 0 < squares.max()      # a hyperbola, not an ellipse
    k = int(np.argmax(squares))
    fit_a, fit_b = np.sqrt(squares[k]), np.sqrt(-squares[1 - k])
    arm = np.hypot(fit_a, fit_b) * vectors[:, k]
    foci = np.array([centre - arm, centre + arm])
    return fit_a * scale, fit_b * scale, foci * scale


# ---------- test 1: growth race on a grid, first come first served ----------
step, n = 200.0, 121
ids = np.arange(n * n).reshape(n, n)
axis = (np.arange(n) - n // 2) * step
X, Y = np.meshgrid(axis, axis)
starts, ends, lengths = [], [], []
for p in range(-5, 6):
    for q in range(-5, 6):
        if gcd(abs(p), abs(q)) != 1:
            continue
        src = ids[max(0, -q):n - max(0, q), max(0, -p):n - max(0, p)].ravel()
        dst = ids[max(0, q):n - max(0, -q), max(0, p):n - max(0, -p)].ravel()
        starts.append(src)
        ends.append(dst)
        lengths.append(np.full(src.size, step * np.hypot(p, q)))
starts, ends, lengths = map(np.concatenate, (starts, ends, lengths))
early_node = int(ids[n // 2, n // 2 - round(c / step)])
late_node = int(ids[n // 2, n // 2 + round(c / step)])
clock_node = n * n                 # releases the late nucleus after the delay


def grid_race(wait):
    rows = np.append(starts, clock_node)
    cols = np.append(ends, late_node)
    times = np.append(lengths / speed, wait)
    graph = coo_matrix((times, (rows, cols)), shape=(n*n + 1, n*n + 1)).tocsr()
    reached, _, owner = dijkstra(graph, indices=[early_node, clock_node],
                                 min_only=True, return_predecessors=True)
    return reached[:-1].reshape(n, n), (owner[:-1] == clock_node).reshape(n, n)


grid_time, grid_late = grid_race(delay)
branch = a * np.sqrt(1 + Y**2 / b**2)
misplaced = grid_late != (X > branch)
grid_miss = np.max(np.abs(X - branch)[misplaced], initial=0.0)
# grid paths are up to 0.5 % too long, which moves the seam by about one step
assert grid_miss < 1.5 * step
assert 1000 < grid_late.sum() < n * n / 2
first_contact = (separation / speed + delay) / 2
vertex_time = grid_time[n // 2, n // 2 + round(a / step)]
assert abs(vertex_time - first_contact) < 1e-6
too_late = 700.0
assert speed * too_late > separation
_, no_second_island = grid_race(too_late)
assert no_second_island.sum() == 0

# ---------- test 2: seam from arrival times against the derived branch ----------
early, late = round_island(-c, 0.0), round_island(c, delay)
heights = np.linspace(-12000, 12000, 41)
seam = np.array([[seam_x(y, early, late), y] for y in heights])
assert np.allclose(seam[:, 0], a * np.sqrt(1 + heights**2 / b**2), rtol=1e-9)
r1 = np.hypot(seam[:, 0] + c, heights)
r2 = np.hypot(seam[:, 0] - c, heights)
assert np.allclose(r1, c * seam[:, 0] / a + a, rtol=1e-9)
assert np.allclose(r2, c * seam[:, 0] / a - a, rtol=1e-9)
check_no_shadowing(early, late)
# the mirror branch is not a meeting line: arrival times differ there
assert abs(early(-a, 0.0) - late(-a, 0.0)) > delay
# simultaneous birth gives the straight bisector
twin = round_island(c, 0.0)
assert max(abs(seam_x(y, early, twin)) for y in heights) < 1e-6
# the curve fixes only speed*delay: twice the speed, half the delay, same seam
fast = (round_island(-c, 0.0, 2 * speed), round_island(c, delay / 2, 2 * speed))
assert max(abs(seam_x(y, *fast) - x) for x, y in seam) < 1e-6

# ---------- test 3: recovery of the delay from the curve ----------
depths, ratios, slope, intercept = curve_only_readings(early, late)
assert np.isclose(slope, b**2 / a**2, rtol=1e-8)
assert np.isclose(intercept, 2 * b**2 / a, rtol=1e-8)
vertex = seam_x(0.0, early, late)
off_axis = np.abs(heights) > 1
all_s = seam[off_axis, 0] - vertex
all_q = heights[off_axis]**2 / all_s
assert np.allclose(all_q, intercept + slope * all_s, rtol=1e-6)
assert np.all(all_s > 0)                    # concave towards the late nucleus
recovered_path = intercept / slope
recovered_delay = recovered_path / speed
recovered_separation = recovered_path * np.sqrt(1 + slope)
assert np.isclose(recovered_delay, delay, rtol=1e-7)
assert np.isclose(recovered_separation, separation, rtol=1e-7)
assert np.isclose(delay_from_nuclei(early, late), delay, rtol=1e-9)
# same recovery in an image frame that is turned and shifted
turn = 0.7
rotation = np.array([[np.cos(turn), -np.sin(turn)], [np.sin(turn), np.cos(turn)]])
shift = np.array([3100.0, -1700.0])
image_a, image_b, foci = fit_conic(seam @ rotation.T + shift)
nuclei = np.array([[-c, 0.0], [c, 0.0]]) @ rotation.T + shift
assert np.isclose(2 * image_a / speed, delay, rtol=1e-6)
assert np.isclose(image_b, b, rtol=1e-6)
focus_miss = min(np.abs(foci - nuclei).max(), np.abs(foci[::-1] - nuclei).max())
assert focus_miss < 0.01

# ---------- effects that the model neglects ----------
fade_time = 5000.0
fading = (fading_source_island(-c, 0.0, 1 / fade_time),
          fading_source_island(c, delay, 1 / fade_time))
fading_seam = np.array([[seam_x(y, *fading), y] for y in heights])
radius_at_birth = quad(lambda t: speed * np.exp(-t / fade_time), 0, delay)[0]
fading_a, _, _ = fit_conic(fading_seam)
assert np.isclose(2 * fading_a, radius_at_birth, rtol=1e-6)

temperature, temperature_error, barrier = 1300.0, 5.0, 2.0
k_ev = constants.k / constants.e
speed_change = np.expm1(barrier / k_ev
                        * (1 / temperature - 1 / (temperature + temperature_error)))


def faceted_pair(amplitude):
    return (faceted_island(-c, 0.0, amplitude, 0.0),
            faceted_island(c, delay, amplitude, np.pi / 6))


facet, small_facet, supply_length, reading_error = 0.02, 0.001, 100000.0, 10.0
supply_pair = (supply_limited_island(-c, 0.0, supply_length),
               supply_limited_island(c, delay, supply_length))
errors = {}
for name, pair in (("facets 2 %", faceted_pair(facet)),
                   ("facets 0.1 %", faceted_pair(small_facet)),
                   ("supply limit", supply_pair)):
    check_no_shadowing(*pair)
    errors[name] = (100 * (delay_from_nuclei(*pair) / delay - 1),
                    100 * (delay_from_curve(*pair) / delay - 1))
errors["reading 10 nm"] = (
    100 * (delay_from_nuclei(early, late, reading_error) / delay - 1),
    100 * (delay_from_curve(early, late, reading_error) / delay - 1))
for name in ("facets 2 %", "supply limit", "reading 10 nm"):
    assert abs(errors[name][1]) > abs(errors[name][0])   # curve-only is fragile

# ---------- printed numbers ----------
print(f"growth speed (input): {speed:.1f} nm/s")
print(f"distance between nuclei (input): {separation:.0f} nm")
print(f"nucleation delay (input): {delay:.0f} s")
print(f"path difference 2a: {2*a:.0f} nm = "
      f"{2*a*constants.nano/constants.angstrom:.0f} angstrom")
print(f"semi-axis a: {a:.0f} nm")
print(f"semi-axis b: {b:.0f} nm")
print(f"half separation c: {c:.0f} nm")
print(f"eccentricity c/a: {c/a:.4f}")
print(f"asymptote angle to the axis: {np.degrees(np.arctan2(b, a)):.2f} degrees")
print(f"longest delay that still gives a seam: {separation/speed:.0f} s")
print(f"first contact after first nucleation: {first_contact:.0f} s")
print(f"radii at first contact: {vertex + c:.0f} nm and {c - vertex:.0f} nm")
for y, s, q in zip(read_heights, depths, ratios):
    x = vertex + s
    print(f"seam at y = {y:.0f} nm: x = {x:.1f} nm, depth s = {s:.1f} nm")
    print(f"  r1 = {np.hypot(x+c, y):.1f} nm, r2 = {np.hypot(x-c, y):.1f} nm, "
          f"y^2/s = {q:.1f} nm")
print(f"line y^2/s against s: slope {slope:.4f}, intercept {intercept:.1f} nm")
print(f"recovered path difference: {recovered_path:.1f} nm")
print(f"recovered delay: {recovered_delay:.2f} s = "
      f"{recovered_delay/constants.minute:.3f} min")
print(f"recovered distance between nuclei: {recovered_separation:.1f} nm")
print(f"grid race: step {step:.0f} nm, largest seam miss {grid_miss:.0f} nm")
print(f"grid race: time at the vertex {vertex_time:.2f} s")
print(f"grid race, delay {too_late:.0f} s: late-island cells "
      f"{int(no_second_island.sum())}")
print(f"turned image: delay from conic fit {2*image_a/speed:.2f} s")
print(f"temperature {temperature:.0f} K, error {temperature_error:.0f} K, "
      f"barrier {barrier:.1f} eV")
print(f"  speed change from that error: {100*speed_change:.2f} %")
print(f"fading source, decay time {fade_time:.0f} s: 2a = {2*fading_a:.1f} nm")
print(f"  early radius at late birth: {radius_at_birth:.1f} nm")
print(f"  delay error if the initial speed is used: "
      f"{100*(2*fading_a/speed/delay - 1):.2f} %")
print(f"supply-limit length (input): {supply_length:.0f} nm")
print("delay error in %, by visible nuclei (at vertex) | by curve alone:")
for name, (by_nuclei, by_curve) in errors.items():
    print(f"  {name}: {by_nuclei:+.2f} | {by_curve:+.1f}")
print("done: every assertion held")
```

It prints:

```
growth speed (input): 20.0 nm/s
distance between nuclei (input): 12000 nm
nucleation delay (input): 360 s
path difference 2a: 7200 nm = 72000 angstrom
semi-axis a: 3600 nm
semi-axis b: 4800 nm
half separation c: 6000 nm
eccentricity c/a: 1.6667
asymptote angle to the axis: 53.13 degrees
longest delay that still gives a seam: 600 s
first contact after first nucleation: 480 s
radii at first contact: 9600 nm and 2400 nm
seam at y = 6000 nm: x = 5762.8 nm, depth s = 2162.8 nm
  r1 = 13204.7 nm, r2 = 6004.7 nm, y^2/s = 16645.0 nm
seam at y = 12000 nm: x = 9693.3 nm, depth s = 6093.3 nm
  r1 = 19755.5 nm, r2 = 12555.5 nm, y^2/s = 23632.5 nm
line y^2/s against s: slope 1.7778, intercept 12800.0 nm
recovered path difference: 7200.0 nm
recovered delay: 360.00 s = 6.000 min
recovered distance between nuclei: 12000.0 nm
grid race: step 200 nm, largest seam miss 13 nm
grid race: time at the vertex 480.00 s
grid race, delay 700 s: late-island cells 0
turned image: delay from conic fit 360.00 s
temperature 1300 K, error 5 K, barrier 2.0 eV
  speed change from that error: 7.08 %
fading source, decay time 5000 s: 2a = 6946.9 nm
  early radius at late birth: 6946.9 nm
  delay error if the initial speed is used: -3.52 %
supply-limit length (input): 100000 nm
delay error in %, by visible nuclei (at vertex) | by curve alone:
  facets 2 %: +3.29 | +112.9
  facets 0.1 %: +0.17 | +3.5
  supply limit: -5.66 | -49.4
  reading 10 nm: +0.28 | -2.5
done: every assertion held
```
